# Piezoresistance of n-type silicon from strain-induced valley repopulation: a program that tests the result

```python
"""Piezoresistance of n-type silicon from strain-induced valley repopulation.

Result under test (nondegenerate electrons, fixed density, tension positive):
  pi_11 = -(2/3) * Xi_u*(S11-S12)/(k*T) * (K-1)/(2K+1)
  pi_12 = -pi_11/2,   pi_44 = 0
Xi_u, Xi_d : uniaxial and dilatational deformation potentials
S11, S12   : elastic compliances;  C11, C12, C44 : stiffnesses
K          : transverse/longitudinal mobility ratio of one valley
The relaxation time is tau0*(E/kT)**r, E measured from the valley minimum.
The reference side integrates the Boltzmann conductivity over k space with
Fermi-Dirac occupation and differentiates the inverted tensor numerically.
"""
from functools import lru_cache
from math import gamma, pi, sqrt, exp, log
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

e, kB, hbar, m0 = const.e, const.k, const.hbar, const.m_e
M_L, M_T = 0.92, 0.19
XI_U, XI_D = 9.0, 1.0                 # eV
C11, C12, C44 = 166e9, 64e9, 80e9     # Pa
TAU0 = 0.2e-12                        # s
TEMP, DENS = 300.0, 1e21              # K, m^-3
VOIGT = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]

stiffness = np.zeros((6, 6))
stiffness[:3, :3] = C12
stiffness[range(3), range(3)] = C11
stiffness[range(3, 6), range(3, 6)] = C44
compliance = np.linalg.inv(stiffness)

# radial variable s = sqrt(E/kT) along every direction of k
nodes, weights = np.polynomial.legendre.leggauss(240)
s = 4.5 * (nodes + 1)
ws = 4.5 * weights


@lru_cache(maxsize=None)
def angular_integrals(m_l, m_t):
    """Angular parts of the density and velocity-tensor integrals."""
    u, wu = np.polynomial.legendre.leggauss(48)
    phi = 2 * pi * np.arange(80) / 80
    U, P = np.meshgrid(u, phi, indexing="ij")
    W = np.repeat(wu[:, None], 80, axis=1) * 2 * pi / 80
    R = np.sqrt(1 - U**2)
    direction = np.array([R * np.cos(P), R * np.sin(P), U])
    result = []
    for axis in range(3):
        inv_m = np.full(3, 1 / m_t)
        inv_m[axis] = 1 / m_l
        g = np.einsum("a,aij->ij", inv_m, direction**2)
        vel = inv_m[:, None, None] * direction
        number = np.sum(W * g**-1.5)
        tensor = np.einsum("ij,aij,bij->ab", W * g**-2.5, vel, vel)
        result.append((number, tensor))
    return result


def strain_tensor(stress):
    eng = compliance @ np.array([stress[a, b] for a, b in VOIGT])
    strain = np.zeros((3, 3))
    for j, (a, b) in enumerate(VOIGT):
        strain[a, b] = strain[b, a] = eng[j] if a == b else eng[j] / 2
    return strain


def transport(stress, T=TEMP, n=DENS, xi_u=XI_U, xi_d=XI_D,
              m_l=M_L, m_t=M_T, r=-0.5):
    """Conductivity of each valley pair and its electron density."""
    kT = kB * T
    strain = strain_tensor(stress)
    shift = [e * (xi_d * np.trace(strain) + xi_u * strain[i, i]) / kT
             for i in range(3)]
    ang = angular_integrals(m_l, m_t)
    kscale = sqrt(2 * m0 * kT) / hbar
    states = 2 * 2 / (2 * pi)**3 * kscale**3   # two valleys, two spins

    def densities(eta):
        return np.array([states * ang[i][0] *
                         np.sum(ws * s**2 * expit(eta - shift[i] - s**2))
                         for i in range(3)])

    eta = brentq(lambda x: log(densities(x).sum() / n), -40, 25,
                 xtol=1e-13, rtol=1e-14)
    sigma = []
    for i in range(3):
        f = expit(eta - shift[i] - s**2)
        hole = expit(s**2 + shift[i] - eta)
        radial = np.sum(ws * TAU0 * s**(4 + 2 * r) * f * hole) / kT
        sigma.append(states * e**2 * (hbar * kscale / m0)**2
                     * radial * ang[i][1])
    return np.array(sigma), densities(eta)


def resistivity(stress, **options):
    return np.linalg.inv(transport(stress, **options)[0].sum(axis=0))


ZERO = np.zeros((3, 3))
STEP = 1e6   # Pa


def derivative(pattern, **options):
    """Relative resistivity tensor change per unit stress."""
    rho0 = resistivity(ZERO, **options)[0, 0]
    up = resistivity(STEP * pattern, **options)
    down = resistivity(-STEP * pattern, **options)
    return (up - down) / (2 * STEP * rho0)


def piezo_matrix(**options):
    matrix = np.zeros((6, 6))
    for j, (a, b) in enumerate(VOIGT):
        pattern = np.zeros((3, 3))
        pattern[a, b] = pattern[b, a] = 1
        change = derivative(pattern, **options)
        matrix[:, j] = [change[c, d] for c, d in VOIGT]
    return matrix


K = M_L / M_T
S_DIFF = 1 / (C11 - C12)


def pi11_formula(T=TEMP, xi_u=XI_U):
    return -2 / 3 * xi_u * e * S_DIFF / (kB * T) * (K - 1) / (2 * K + 1)


# Symmetry of a valley on the z axis: fourfold rotation and mirrors.
rot = np.array([[0., -1, 0], [1, 0, 0], [0, 0, 1]])
mirror = np.diag([-1., 1, 1])
group = [np.linalg.matrix_power(rot, p) @ q
         for p in range(4) for q in (np.eye(3), mirror)]
rng = np.random.default_rng(4)
D = rng.normal(size=(3, 3))
D = D + D.T
D_inv = sum(g @ D @ g.T for g in group) / 8
assert np.allclose(D_inv, np.diag(np.diag(D_inv)), atol=1e-13)
assert abs(D_inv[0, 0] - D_inv[1, 1]) < 1e-13
# A shear-induced mass term kx*ky*strain_xy is nevertheless allowed.
kvec = rng.normal(size=3)
for g in group:
    k2, D2 = g @ kvec, g @ D @ g.T
    assert abs(k2[0] * k2[1] * D2[0, 1] - kvec[0] * kvec[1] * D[0, 1]) < 1e-12

# Elastic relation and single-valley mobilities.
assert abs((compliance[0, 0] - compliance[0, 1]) / S_DIFF - 1) < 1e-12
sig0, n0 = transport(ZERO)
mob_l = sig0[0][0, 0] / (e * n0[0])
mob_t = sig0[0][1, 1] / (e * n0[0])
tau_mean = TAU0 * gamma(2.0) / gamma(2.5)
assert abs(mob_l / (e * tau_mean / (M_L * m0)) - 1) < 1e-4
assert abs(mob_t / (e * tau_mean / (M_T * m0)) - 1) < 1e-4
mob_avg = sig0.sum(axis=0)[0, 0] / (e * DENS)
assert abs(mob_avg / ((mob_l + 2 * mob_t) / 3) - 1) < 1e-9

# Full piezoresistance matrix against the derived one.
# Tolerance 1e-4 covers residual degeneracy and the finite stress step.
P = piezo_matrix()
p11 = pi11_formula()
expected = np.zeros((6, 6))
expected[:3, :3] = -p11 / 2
expected[range(3), range(3)] = p11
assert np.max(np.abs(P - expected)) < 1e-4 * abs(p11)

# Independence from dilatational potential and scattering exponent.
for options in ({"xi_d": -5.0}, {"r": 0.0}, {"r": 1.5}):
    assert abs(piezo_matrix(**options)[0, 0] / p11 - 1) < 1e-4
# Proportionality to Xi_u and 1/T; no effect for isotropic valleys.
assert abs(piezo_matrix(xi_u=2 * XI_U)[0, 0] / (2 * P[0, 0]) - 1) < 1e-4
P_temp = {T: piezo_matrix(T=T)[0, 0] for T in (200.0, 400.0)}
for T, value in P_temp.items():
    assert abs(value * T / (P[0, 0] * TEMP) - 1) < 1e-4
assert np.max(np.abs(piezo_matrix(m_l=0.3, m_t=0.3))) < 1e-6 * abs(p11)

# Longitudinal coefficient for stress and current along oblique axes.
oblique = {}
for name, vec in (("110", [1, 1, 0]), ("111", [1, 1, 1])):
    d = np.array(vec) / np.linalg.norm(vec)
    oblique[name] = d @ derivative(np.outer(d, d)) @ d
assert abs(oblique["110"] / (p11 / 4) - 1) < 1e-4
assert abs(oblique["111"]) < 1e-6 * abs(p11)


# Finite tension along [100].
def ratio_formula(X):
    w = exp(-XI_U * e * S_DIFF * X / (kB * TEMP))
    return (2 * K + 1) / 3 * (w + 2) / (w + 2 * K)


rho0 = resistivity(ZERO)[0, 0]
ratios, fractions = {}, {}
for X in (100e6, 500e6, 5e9):
    stress = np.diag([X, 0, 0])
    ratios[X] = resistivity(stress)[0, 0] / rho0
    fractions[X] = transport(stress)[1] / DENS
    assert abs(ratios[X] / ratio_formula(X) - 1) < 1e-4
    w = exp(-XI_U * e * S_DIFF * X / (kB * TEMP))
    assert abs(fractions[X][0] - w / (w + 2)) < 1e-4
saturation = (2 * K + 1) / (3 * K)
assert abs(ratios[5e9] / saturation - 1) < 1e-3

# Heavy doping with constant relaxation time: ratio of Fermi integrals.
N_HEAVY = 1e26


def fermi_half(eta):
    return 4 / sqrt(pi) * quad(lambda y: y * y * expit(eta - y * y), 0, 9)[0]


def fermi_minus_half(eta):
    return 2 / sqrt(pi) * quad(lambda y: expit(eta - y * y), 0, 9)[0]


m_dos = (M_L * M_T**2)**(1 / 3) * m0
N_c = 12 * (m_dos * kB * TEMP / (2 * pi * hbar**2))**1.5
eta_heavy = brentq(lambda x: fermi_half(x) - N_HEAVY / N_c, -5, 15)
reduction = fermi_minus_half(eta_heavy) / fermi_half(eta_heavy)
P_heavy = piezo_matrix(n=N_HEAVY, r=0.0)[0, 0]
assert abs(P_heavy / (p11 * reduction) - 1) < 1e-4
assert reduction < 0.9

U = 1e11   # prints coefficients in 1e-11 per Pa
print(f"temperature: {TEMP:.0f} K")
print(f"electron density: {DENS:.1e} m^-3")
print(f"longitudinal, transverse mass: {M_L}, {M_T} electron masses")
print(f"Xi_u, Xi_d: {XI_U:.1f}, {XI_D:.1f} eV")
print(f"C11, C12, C44: {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"tau0 (exponent r = -1/2): {TAU0*1e12:.2f} ps")
print(f"mean relaxation time: {tau_mean*1e12:.4f} ps")
print(f"kT: {kB*TEMP/e*1e3:.3f} meV")
print(f"Xi_u/kT: {XI_U*e/(kB*TEMP):.2f}")
print(f"S11-S12: {S_DIFF*1e12:.4f} 1e-12/Pa")
print(f"mobility ratio K: {K:.4f}")
print(f"anisotropy factor (K-1)/(2K+1): {(K-1)/(2*K+1):.4f}")
print(f"longitudinal valley mobility: {mob_l:.5f} m^2/(V s)")
print(f"transverse valley mobility: {mob_t:.5f} m^2/(V s)")
print(f"average mobility: {mob_avg:.5f} m^2/(V s)")
print(f"unstrained resistivity: {rho0:.5f} ohm m")
print(f"pi_11 formula: {p11*U:.3f} 1e-11/Pa")
print(f"pi_11 k-space integration: {P[0,0]*U:.3f} 1e-11/Pa")
print(f"pi_12 formula: {-p11/2*U:.3f} 1e-11/Pa")
print(f"pi_12 k-space integration: {P[0,1]*U:.3f} 1e-11/Pa")
print(f"|pi_44| k-space integration: {abs(P[3,3])*U:.3f} 1e-11/Pa")
print(f"longitudinal [110]: {oblique['110']*U:.3f} 1e-11/Pa")
print(f"|longitudinal [111]|: {abs(oblique['111'])*U:.3f} 1e-11/Pa")
for T, value in P_temp.items():
    print(f"pi_11 at {T:.0f} K: {value*U:.3f} 1e-11/Pa")
for X in (100e6, 500e6):
    print(f"tension along [100]: {X/1e6:.0f} MPa")
    print(f"  valley splitting: {XI_U*S_DIFF*X*1e3:.3f} meV")
    print(f"  fraction in x valley pair: {fractions[X][0]:.4f}")
    print(f"  fraction in y valley pair: {fractions[X][1]:.4f}")
    print(f"  rho/rho0, full: {ratios[X]:.4f}")
    print(f"  rho/rho0, linear law: {1+p11*X:.4f}")
print(f"rho/rho0 limit at large tension: {saturation:.4f}")
print(f"heavy doping density: {N_HEAVY:.1e} m^-3")
print(f"effective density of states, six valleys: {N_c:.3e} m^-3")
print(f"reduced chemical potential eta: {eta_heavy:.3f}")
print(f"degeneracy reduction factor: {reduction:.4f}")
print(f"pi_11 at heavy doping: {P_heavy*U:.3f} 1e-11/Pa")
print("verified")
```

It prints:

```
temperature: 300 K
electron density: 1.0e+21 m^-3
longitudinal, transverse mass: 0.92, 0.19 electron masses
Xi_u, Xi_d: 9.0, 1.0 eV
C11, C12, C44: 166, 64, 80 GPa
tau0 (exponent r = -1/2): 0.20 ps
mean relaxation time: 0.1505 ps
kT: 25.852 meV
Xi_u/kT: 348.14
S11-S12: 9.8039 1e-12/Pa
mobility ratio K: 4.8421
anisotropy factor (K-1)/(2K+1): 0.3596
longitudinal valley mobility: 0.02876 m^2/(V s)
transverse valley mobility: 0.13927 m^2/(V s)
average mobility: 0.10243 m^2/(V s)
unstrained resistivity: 0.06093 ohm m
pi_11 formula: -81.825 1e-11/Pa
pi_11 k-space integration: -81.823 1e-11/Pa
pi_12 formula: 40.912 1e-11/Pa
pi_12 k-space integration: 40.912 1e-11/Pa
|pi_44| k-space integration: 0.000 1e-11/Pa
longitudinal [110]: -20.456 1e-11/Pa
|longitudinal [111]|: 0.000 1e-11/Pa
pi_11 at 200 K: -122.733 1e-11/Pa
pi_11 at 400 K: -61.368 1e-11/Pa
tension along [100]: 100 MPa
  valley splitting: 8.824 meV
  fraction in x valley pair: 0.2622
  fraction in y valley pair: 0.3689
  rho/rho0, full: 0.9288
  rho/rho0, linear law: 0.9182
tension along [100]: 500 MPa
  valley splitting: 44.118 meV
  fraction in x valley pair: 0.0832
  fraction in y valley pair: 0.4584
  rho/rho0, full: 0.7875
  rho/rho0, linear law: 0.5909
rho/rho0 limit at large tension: 0.7355
heavy doping density: 1.0e+26 m^-3
effective density of states, six valleys: 2.744e+25 m^-3
reduced chemical potential eta: 2.522
degeneracy reduction factor: 0.4596
pi_11 at heavy doping: -37.608 1e-11/Pa
verified
```
